**Composite-fermion activation mass from an assumed gap coefficient**

The program evaluates m\*/m_e = (ε/C)√(B/B_au), where ε is the relative permittivity, C the gap coefficient, B the field and B_au = ħ/(e a₀²). For ε = 12.9, C = 0.3 and B = 10 T it prints 0.2805. It asserts that a particle of this mass in the reduced field B/(2n+1), diagonalized by finite differences, has the assumed gap for n = 1, 2, 3 within a relative 2 × 10⁻⁴. Diagonalization of electrons on a sphere gives C = 0.330 at filling 1/3 (N = 8) and 0.336 at 2/5 (N = 10), while a linear extrapolation at 1/3 gives 0.281; each is asserted to lie within 25% of 0.3. The program also asserts that the Arrhenius slope is half the gap within 1%. For seven electrons at 1/3, a 30 nm well multiplies the gap by 0.847 and two-body Landau-level mixing by 0.906; both ratios are asserted to lie between 0 and 1. Three-body mixing and spin-reversed excitations are not computed.

## Program and output

```python
"""
Result under test: the ideal composite-fermion activation mass
    m*/m_e = (eps/C) sqrt(B/B_au),  B_au = hbar/(e a0^2),
from the gap C*E_C/(2n+1) = hbar*e*B_eff/m* at filling n/(2n+1).
eps: relative permittivity; C: assumed gap coefficient; B: magnetic field;
B_eff = B/(2n+1); E_C = e^2/(4 pi eps0 eps l); l: magnetic length.
The size of C is tested by diagonalizing Coulomb electrons on a sphere
with T = 2Q flux quanta, radius sqrt(T/2) l, energies in units of E_C.
Orbitals are numbered 0..T; a many-electron state is a bit pattern.
"""
from functools import lru_cache
from math import comb, sqrt, pi, exp, log
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh
from scipy.special import (eval_genlaguerre, eval_laguerre, expit, gammaln,
                           roots_genlaguerre)

# ---------- inputs (material values are rough) ----------
C = 0.3
B = 10.0                 # tesla
eps = 12.9
band_mass = 0.067        # free-electron masses
g_factor = 0.44          # magnitude
well_nm = 30.0
disorder_K = 2.0
meV = 1e-3 * sc.e
kelvin_per_meV = meV / sc.k


# ---------- diagonalization on the sphere ----------
def sphere_potential(T, J):
    """Coulomb energy of a pair with total angular momentum J."""
    ratio = (2 * comb(2*T - 2*J, T - J) * comb(2*T + 2*J + 2, T + J + 1)
             / comb(2*T + 2, T + 1)**2)
    return ratio / sqrt(T / 2)


def raising(T, i):
    """Matrix element of the raising operator from orbital i to i+1."""
    return sqrt((T - i) * (i + 1))


def pair_blocks(T, shift):
    """Antisymmetric pair interaction, found by diagonalizing pair L^2."""
    Q = T / 2
    blocks = []
    for total in range(1, 2*T):
        pairs = [(i, total - i)
                 for i in range(max(0, total - T), (total + 1)//2)]
        L2 = np.zeros((len(pairs), len(pairs)))
        for a, (i, j) in enumerate(pairs):
            L2[a, a] = 2*Q*(Q + 1) + 2*(i - Q)*(j - Q)
            hop = raising(T, i) * raising(T, j - 1)
            if j == i + 1:
                L2[a, a] -= hop
            elif a + 1 < len(pairs):
                L2[a, a+1] = L2[a+1, a] = hop
        values, vectors = np.linalg.eigh(L2)
        J_values = [int(round((sqrt(1 + 4*max(v, 0.0)) - 1)/2))
                    for v in values]
        energies = np.array([sphere_potential(T, J) + shift[T - J]
                             for J in J_values])
        blocks.append((pairs, (vectors * energies) @ vectors.T))
    return blocks


@lru_cache(maxsize=2)
def bit_tables(orbitals):
    counts = np.zeros(1, dtype=np.int32)
    sums = np.zeros(1, dtype=np.int32)
    for i in range(orbitals):
        counts = np.concatenate((counts, counts + 1))
        sums = np.concatenate((sums, sums + i))
    return counts, sums


def lowest_multiplet(N, T, L, blocks, k):
    """Lowest energy with total angular momentum exactly L."""
    counts, sums = bit_tables(T + 1)
    states = np.flatnonzero((counts == N) & (sums == N*T//2 + L))
    index = np.zeros(len(counts), dtype=np.int32)
    index[states] = np.arange(len(states))
    rows, cols, vals = [], [], []
    for pairs, V in blocks:
        bits = [(1 << i) | (1 << j) for i, j in pairs]
        between = [(1 << j) - (1 << i) for i, j in pairs]
        for b in range(len(pairs)):
            source = np.flatnonzero((states & bits[b]) == bits[b])
            rest = states[source] ^ bits[b]
            swaps = counts[rest & between[b]]
            for a in range(len(pairs)):
                free = (rest & bits[a]) == 0
                r = rest[free]
                odd = (swaps[free] + counts[r & between[a]]) & 1
                rows.append(index[r | bits[a]])
                cols.append(source[free])
                vals.append(V[a, b] * (1.0 - 2.0*odd))
    H = coo_matrix((np.concatenate(vals),
                    (np.concatenate(rows), np.concatenate(cols))),
                   shape=(len(states), len(states))).tocsr()
    start = np.random.default_rng(1).normal(size=len(states))
    energies, vectors = eigsh(H, k=k, which="SA", v0=start)
    for p in np.argsort(energies):
        raised = np.zeros(len(counts))
        for i in range(T):
            movable = ((states >> i) & 3) == 1
            raised[states[movable] + (1 << i)] += (
                raising(T, i) * vectors[movable, p])
        if raised @ raised < 1e-6:      # highest weight: L equals L_z
            return energies[p]
    raise AssertionError("no multiplet with the predicted L was found")


def charge_gap(N, n, shift=None):
    """Charge-gap estimate in E_C from the largest-L exciton."""
    T = N*(2*n + 1)//n - (n + 2)
    shift = np.zeros(T + 1) if shift is None else shift
    L_exciton = T - 2*(N - 1) + 2*n - 1
    blocks = pair_blocks(T, shift)
    ground = lowest_multiplet(N, T, 0, blocks, 1)
    excited = lowest_multiplet(N, T, L_exciton, blocks, 3)
    attraction = 1/(2*n + 1)**2 / (2*sqrt(T/2))
    density_factor = sqrt(T*n/((2*n + 1)*N))
    return (excited - ground + attraction) * density_factor


# pair energies: uniform-density sum rule and planar limit
for T in (12, 21):
    total = sum((2*J + 1)*sphere_potential(T, J) for J in range(T + 1))
    assert abs(total / ((T + 1)**2/sqrt(T/2)) - 1) < 1e-10
q_nodes, q_weights = np.polynomial.legendre.leggauss(240)
q = 5*(q_nodes + 1)
q_weights = 5*q_weights


def planar_potential(m, form_factor=1.0):
    return np.sum(q_weights*form_factor*eval_laguerre(m, q*q)*np.exp(-q*q))


for m in range(4):
    assert abs(sphere_potential(400, 400 - m)/planar_potential(m) - 1) < 0.01

sizes = {1: (5, 6, 7, 8), 2: (6, 8, 10)}
gaps = {n: [charge_gap(N, n) for N in sizes[n]] for n in sizes}
C_sizes = {n: [(2*n + 1)*gap for gap in gaps[n]] for n in sizes}
C_bulk = np.polyfit(1/np.array(sizes[1]), C_sizes[1], 1)[1]
# 25 percent covers the finite-size error and the rounded coefficient
for value in (C_sizes[1][-1], C_sizes[2][-1], C_bulk):
    assert abs(value/C - 1) < 0.25, value

# ---------- mass: atomic-unit formula against definitions ----------
length = sqrt(sc.hbar/(sc.e*B))
length_nm = length*1e9
E_C = sc.e**2/(4*pi*sc.epsilon_0*eps*length)/meV
free_cyclotron = sc.hbar*sc.e*B/sc.m_e/meV
B_au = sc.physical_constants["atomic unit of mag. flux density"][0]


def mass_formula(field, coefficient=C, permittivity=eps):
    return permittivity/coefficient*sqrt(field/B_au)


mass = mass_formula(B)
assert abs(mass - 0.28) < 0.005
ideal_gap = {n: C*E_C/(2*n + 1) for n in (1, 2, 3)}
density = {n: n/(2*n + 1)*sc.e*B/sc.h for n in (1, 2, 3)}
for n in (1, 2, 3):
    B_eff = B - 2*density[n]*sc.h/sc.e       # two flux quanta removed
    radius = sqrt(sc.hbar/(sc.e*B_eff))
    x, step = np.linspace(-8*radius, 8*radius, 1601, retstep=True)
    kinetic = sc.hbar**2/(2*mass*sc.m_e*step**2)/meV
    potential = (sc.e*B_eff*x)**2/(2*mass*sc.m_e)/meV
    levels = eigh_tridiagonal(2*kinetic + potential,
                              -kinetic*np.ones(len(x) - 1),
                              eigvals_only=True, select="i",
                              select_range=(0, 1))
    assert abs((levels[1] - levels[0])/ideal_gap[n] - 1) < 2e-4

# ---------- thermal activation: slope is half the gap ----------
gap_K = ideal_gap[1]*kelvin_per_meV


def thermal_occupation(temperature):
    """Upper-level occupation when particles and holes are equal."""
    mu = brentq(lambda u: expit((u - gap_K)/temperature)
                - expit(-u/temperature), 0, gap_K)
    return expit((mu - gap_K)/temperature)


T_low, T_high = 1.0, 1.25
slope_K = (log(thermal_occupation(T_high)/thermal_occupation(T_low))
           / (1/T_low - 1/T_high))
assert abs(slope_K/(gap_K/2) - 1) < 0.01

# ---------- finite well width ----------


def well_form_factor(x):
    """Hard-wall ground state; x is wave number times width."""
    a = x*x + 4*pi**2
    return (3*x + 8*pi**2/x + 32*pi**4*np.expm1(-x)/(x*x*a))/a


u = (np.arange(600) + 0.5)/600
profile = 2*np.sin(pi*u)**2/600
for x_test in (0.7, 4.0):
    direct = profile @ np.exp(-x_test*abs(u[:, None] - u)) @ profile
    assert abs(direct - well_form_factor(x_test)) < 1e-4
F = well_form_factor(q*well_nm/length_nm)
N_test = 7
flux_test = 3*(N_test - 1)
width_shift = np.array([planar_potential(m, F - 1)
                        for m in range(flux_test + 1)])

# ---------- two-body Landau-level mixing ----------
band_cyclotron = free_cyclotron/band_mass
kappa = E_C/band_cyclotron


def mixing_shift(m, levels=30):
    """Pair-energy change when relative motion uses many Landau levels."""
    nodes, weights = roots_genlaguerre(2*levels, m - 0.5)
    basis = np.array([np.exp(0.5*(gammaln(k + 1) - gammaln(k + m + 1)))
                      * eval_genlaguerre(k, m, nodes)
                      for k in range(levels)])
    W = (basis*weights) @ basis.T/2
    assert abs(W[0, 0] - planar_potential(m)) < 1e-7
    energy = np.linalg.eigvalsh(np.diag(np.arange(levels)) + kappa*W)[0]
    return energy/kappa - W[0, 0]


mix_shift = np.array([mixing_shift(m) for m in range(flux_test + 1)])
reference_gap = gaps[1][sizes[1].index(N_test)]
width_ratio = charge_gap(N_test, 1, width_shift)/reference_gap
mixing_ratio = charge_gap(N_test, 1, mix_shift)/reference_gap
assert 0 < width_ratio < 1 and 0 < mixing_ratio < 1
zeeman = g_factor*sc.physical_constants["Bohr magneton"][0]*B/meV

# ---------- output ----------
print(f"assumed gap coefficient C: {C:.2f}")
print(f"magnetic field: {B:.1f} T")
print(f"relative permittivity (rough): {eps:.1f}")
print(f"atomic unit of magnetic field: {B_au:.5e} T")
print(f"magnetic length: {length_nm:.3f} nm")
print(f"Coulomb energy E_C: {E_C:.3f} meV")
print(f"free-electron cyclotron energy: {free_cyclotron:.4f} meV")
print(f"C times E_C: {C*E_C:.3f} meV")
print(f"activation mass: {mass:.4f} m_e = {mass*sc.m_e:.3e} kg")
print(f"activation mass / band mass: {mass/band_mass:.2f}")
for field in (5.0, 20.0):
    print(f"activation mass at {field:.0f} T: {mass_formula(field):.3f} m_e")
for n in (1, 2, 3):
    gap = ideal_gap[n]
    kelvin = gap*kelvin_per_meV
    print(f"filling {n}/{2*n+1}: density {density[n]/1e4:.3e} cm^-2, "
          f"B_eff {B/(2*n+1):.3f} T")
    print(f"  ideal gap: {gap:.3f} meV = {kelvin:.2f} K")
    print(f"  apparent mass with disorder offset: "
          f"{mass/(1 - disorder_K/kelvin):.3f} m_e")
print(f"Arrhenius slope at 1/3 (half the gap): {slope_K:.2f} K")
print(f"exp(-gap/2kT) at 1/3 and 1 K: {exp(-gap_K/2):.2e}")
for n in sizes:
    for N, gap, coefficient in zip(sizes[n], gaps[n], C_sizes[n]):
        print(f"sphere {n}/{2*n+1}, N={N}: gap {gap:.4f} E_C, "
              f"C {coefficient:.3f}")
print(f"C at 1/3, linear extrapolation in 1/N: {C_bulk:.3f}")
print(f"mass using that C: {mass_formula(B, C_bulk):.3f} m_e")
print(f"well width (rough): {well_nm:.1f} nm = "
      f"{well_nm/length_nm:.2f} magnetic lengths")
print(f"gap ratio from well width, 1/3, N=7: {width_ratio:.3f}")
print(f"mass with well width alone: {mass/width_ratio:.3f} m_e")
print(f"band mass (rough): {band_mass:.3f} m_e")
print(f"band cyclotron energy: {band_cyclotron:.2f} meV")
print(f"Landau-level mixing parameter: {kappa:.3f}")
print(f"gap ratio from two-body mixing, 1/3, N=7: {mixing_ratio:.3f}")
print(f"mass with two-body mixing alone: {mass/mixing_ratio:.3f} m_e")
print(f"disorder offset (rough): {disorder_K:.1f} K")
print(f"g-factor magnitude (rough): {g_factor:.2f}")
print(f"Zeeman energy: {zeeman:.3f} meV = {zeeman*kelvin_per_meV:.2f} K")
print(f"Zeeman energy / ideal 1/3 gap: {zeeman/ideal_gap[1]:.3f}")
print("done: every assertion held")
```

Printed output:

```
assumed gap coefficient C: 0.30
magnetic field: 10.0 T
relative permittivity (rough): 12.9
atomic unit of magnetic field: 2.35052e+05 T
magnetic length: 8.113 nm
Coulomb energy E_C: 13.759 meV
free-electron cyclotron energy: 1.1577 meV
C times E_C: 4.128 meV
activation mass: 0.2805 m_e = 2.555e-31 kg
activation mass / band mass: 4.19
activation mass at 5 T: 0.198 m_e
activation mass at 20 T: 0.397 m_e
filling 1/3: density 8.060e+10 cm^-2, B_eff 3.333 T
  ideal gap: 1.376 meV = 15.97 K
  apparent mass with disorder offset: 0.321 m_e
filling 2/5: density 9.672e+10 cm^-2, B_eff 2.000 T
  ideal gap: 0.826 meV = 9.58 K
  apparent mass with disorder offset: 0.354 m_e
filling 3/7: density 1.036e+11 cm^-2, B_eff 1.429 T
  ideal gap: 0.590 meV = 6.84 K
  apparent mass with disorder offset: 0.396 m_e
Arrhenius slope at 1/3 (half the gap): 7.98 K
exp(-gap/2kT) at 1/3 and 1 K: 3.41e-04
sphere 1/3, N=5: gap 0.1192 E_C, C 0.358
sphere 1/3, N=6: gap 0.1137 E_C, C 0.341
sphere 1/3, N=7: gap 0.1114 E_C, C 0.334
sphere 1/3, N=8: gap 0.1099 E_C, C 0.330
sphere 2/5, N=6: gap 0.0716 E_C, C 0.358
sphere 2/5, N=8: gap 0.0672 E_C, C 0.336
sphere 2/5, N=10: gap 0.0671 E_C, C 0.336
C at 1/3, linear extrapolation in 1/N: 0.281
mass using that C: 0.299 m_e
well width (rough): 30.0 nm = 3.70 magnetic lengths
gap ratio from well width, 1/3, N=7: 0.847
mass with well width alone: 0.331 m_e
band mass (rough): 0.067 m_e
band cyclotron energy: 17.28 meV
Landau-level mixing parameter: 0.796
gap ratio from two-body mixing, 1/3, N=7: 0.906
mass with two-body mixing alone: 0.309 m_e
disorder offset (rough): 2.0 K
g-factor magnitude (rough): 0.44
Zeeman energy: 0.255 meV = 2.96 K
Zeeman energy / ideal 1/3 gap: 0.185
done: every assertion held
```
